\section*{Surface plasmon energy of a free-electron metal from electrostatic matching}

\section{The response of the metal}

\textbf{Q:} A thin metal layer is sometimes laid on a resist to drain charge during electron-beam exposure. A fast electron passing it can excite the metal's electrons collectively. Why should a plane face have an excitation energy of its own? The electrons at the face are the same as those inside.

\textbf{A:} The electrons are the same, but the field that pulls them back is not. Let metal with $n$ free electrons per volume fill $z<0$ and vacuum fill $z>0$. The positive background is rigid, the edge is sharp, and fields vary as $e^{-i\omega t}$. An electron of charge $-e$ and mass $m$, with damping rate $\gamma$, has displacement $\mathbf u$ obeying
\begin{equation}
-m\omega^2\mathbf u=-e\mathbf E+i\omega m\gamma\,\mathbf u
\quad\Rightarrow\quad
\mathbf u=\frac{e\mathbf E}{m(\omega^2+i\gamma\omega)} .
\end{equation}
The polarization is $\mathbf P=-ne\mathbf u$. Since $\varepsilon_0\varepsilon\mathbf E=\varepsilon_0\mathbf E+\mathbf P$,
\begin{equation}
\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2+i\gamma\omega},\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0 m}. \label{drude}
\end{equation}
I set $\gamma=0$ until damping is discussed. The response is local: $\mathbf P$ at a point depends on $\mathbf E$ at that point.

\textbf{Q:} And what does the bulk do?

\textbf{A:} If the fields change slowly enough for retardation to be negligible, $\mathbf E=-\nabla\phi$. There is no external charge, so $\nabla\cdot(\varepsilon\nabla\phi)=0$. Inside the uniform metal this reads
\begin{equation}
\varepsilon(\omega)\,\nabla^2\phi=0 .
\end{equation}
Either factor may vanish. If $\varepsilon=0$, then $\omega=\omega_p$ and charge may oscillate inside the metal: this is the bulk plasmon. If $\varepsilon\neq0$, then $\nabla^2\phi=0$, the interior stays neutral, and any oscillating charge must sit on the face.

\section{Matching at the plane}

\textbf{Q:} Laplace's equation contains no frequency. How can it select one?

\textbf{A:} The frequency enters through the boundary condition. Take a wave along $x$ with wave number $q>0$, $\phi=f(z)e^{iqx}$. Laplace's equation becomes $f''=q^2f$, with solutions $e^{\pm qz}$. Keeping the one that decays on each side gives
\begin{equation}
f=A\,e^{qz}\ (z<0),\qquad f=B\,e^{-qz}\ (z>0).
\end{equation}
The tangential field is $-iq\phi$, so its continuity requires $A=B$. The normal displacement $-\varepsilon_0\varepsilon\,\partial_z\phi$ is also continuous, because the metal's own charge is already contained in $\varepsilon$ and no other charge is present. Therefore
\begin{equation}
\varepsilon(\omega)\,qA=-qA .
\end{equation}
For $A\neq0$ we may divide by $qA$:
\begin{equation}
\varepsilon(\omega)=-1
\ \Rightarrow\ 1-\frac{\omega_p^2}{\omega^2}=-1
\ \Rightarrow\ \omega^2=\frac{\omega_p^2}{2}.
\end{equation}
The surface plasmon energy is thus
\begin{equation}
\hbar\omega_s=\frac{\hbar\omega_p}{\sqrt2}. \label{main}
\end{equation}
The wave number has cancelled: a half-space has no length with which $q$ could be compared.

\textbf{Q:} You chose the decaying form by hand. Might another bound mode have been missed?

\textbf{A:} On each side $f''=q^2f$ has two solutions, and one grows without limit. Hence, away from $\varepsilon=0$, the derivation leaves one mode for each $q$ and direction. A numerical test put neither the decay law nor $\varepsilon=-1$ in. It solved $\nabla\cdot(\varepsilon\nabla\phi)=0$ by finite elements, with metal of depth $12/q$ in 160 elements, vacuum of height $9/q$ in 240, and $\phi=0$ at the outer ends. Apart from the bulk modes and zero-frequency solutions it found one mode, with $(\omega/\omega_p)^2=0.50004$. Its potential differed from $e^{-q|z|}$ by at most $1.2\times10^{-4}$ of the value at the plane.

\section{Where the factor of two comes from}

\textbf{Q:} The algebra is short, but I do not see the force. What is halved?

\textbf{A:} The field per unit of surface charge. First shift all electrons of a wide slab by $u$ along $+z$. The upper face gains charge $-neu$ per area and the lower face is left with $+neu$. Each sheet contributes $neu/(2\varepsilon_0)$ between them, both pointing up, so
\begin{equation}
m\ddot u=-e\,\frac{neu}{\varepsilon_0}=-m\omega_p^2u .
\end{equation}
At a single face there is one sheet, $\sigma=-ne\,u_z(0)$, varying along $x$ as a wave. Its potential is
\begin{equation}
\phi=\frac{\sigma}{2\varepsilon_0q}\,e^{-q|z|},
\end{equation}
because the slope then drops by $\sigma/\varepsilon_0$ across the sheet, as Gauss's law demands. Below the face,
\begin{equation}
E_z=-\partial_z\phi=-\frac{\sigma}{2\varepsilon_0}e^{qz}
=\frac{ne\,u_z(0)}{2\varepsilon_0}e^{qz}.
\end{equation}
The displacement is proportional to the field, so $u_z(z)=u_z(0)e^{qz}$, and
\begin{equation}
m\ddot u_z=-eE_z=-\tfrac12m\omega_p^2\,u_z(z).
\end{equation}
Half the restoring force means half the squared frequency. Force and displacement fall off together, so electrons at every depth keep the same time.

\textbf{Q:} Can that be checked without a dielectric function?

\textbf{A:} Yes. Take $n=180\ \mathrm{nm^{-3}}$ and $q=0.30\ \mathrm{nm^{-1}}$. Equation~\eqref{drude} gives $\omega_p=2.3935\times10^{16}$ rad/s, hence
\begin{equation}
\hbar\omega_p=15.754\ \mathrm{eV},\qquad
\hbar\omega_s=\frac{15.754}{\sqrt2}\ \mathrm{eV}=11.140\ \mathrm{eV}.
\end{equation}
Summing Coulomb fields of line charges over the face, taking the displacement as $u_z(0)e^{qz}$, and applying Newton's law at depths of 0.1, 1 and 5 nm, gave 11.140 eV each time. For the bulk, two opposite discs with radius $10^4$ times half their separation gave 15.753 eV. Their finite radius lowers the central field by one part in $10^4$, and the energy by half that fraction.

\section{Why a passing electron loses this energy}

\textbf{Q:} A free oscillation is not yet an energy loss. What does a beam electron see?

\textbf{A:} Let it be outside the metal. Near the face, one component of its potential is $\phi_0e^{qz}$. The metal answers with a decaying wave outside and a changed amplitude inside:
\begin{equation}
f=\phi_0(e^{qz}-g\,e^{-qz})\ (z>0),\qquad f=\phi_0\,\tau\,e^{qz}\ (z<0).
\end{equation}
The two continuity conditions are $1-g=\tau$ and $1+g=\varepsilon\tau$. Adding them gives $\tau=2/(1+\varepsilon)$, and then
\begin{equation}
g=1-\frac{2}{1+\varepsilon}=\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
The mean heating per volume is $\frac12\omega\varepsilon_0\,\mathrm{Im}\,\varepsilon\,|\mathbf E|^2$, proportional to $\mathrm{Im}\,\varepsilon\,|\tau|^2=4\,\mathrm{Im}\,\varepsilon/|1+\varepsilon|^2=2\,\mathrm{Im}\,g$. With $\gamma$ restored, inserting \eqref{drude} gives
\begin{equation}
\mathrm{Im}\,g=\frac{\omega_s^2\gamma\omega}{(\omega_s^2-\omega^2)^2+\gamma^2\omega^2},
\end{equation}
which for weak damping is a narrow peak near $\omega_s$.

\textbf{Q:} Why choose $q=0.30\ \mathrm{nm^{-1}}$?

\textbf{A:} An electron moving parallel to the face at speed $v$ carries a potential that depends on $x-vt$. A component with wave vector $\mathbf q$ therefore has frequency $\mathbf q\cdot\mathbf v$, and exciting $\omega_s$ needs $q\ge\omega_s/v$. For a 10 keV electron this smallest value is $0.290\ \mathrm{nm^{-1}}$. An exposing beam crosses the layer instead of running along it; this limit does not then apply, and every $q$ can be excited. The scale survives, however: the coupling to the mode is $\int e^{-q|z|}e^{i\omega z/v}\,dz=2q/(q^2+\omega^2/v^2)$, largest at $q=\omega/v$. Our $q$ is therefore typical of a beam near 10 keV; for 100 keV, $\omega_s/v$ is only $0.103\ \mathrm{nm^{-1}}$.

\section{Long waves: the speed of light}

\textbf{Q:} If $q$ cancels, equation~\eqref{main} should hold down to $q=0$. Yet light is not instantaneous.

\textbf{A:} It fails there. Use Maxwell's equations with $H_y\propto e^{iqx}$, decaying as $e^{\kappa_mz}$ in the metal and $e^{-\kappa_vz}$ outside. The wave equation gives
\begin{equation}
\kappa_m^2=q^2-\varepsilon\,\omega^2/c^2,\qquad
\kappa_v^2=q^2-\omega^2/c^2 .
\end{equation}
The $x$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ is $E_x=\partial_zH_y/(i\omega\varepsilon_0\varepsilon)$. Continuity of $H_y$ and $E_x$ then requires $\kappa_m/\varepsilon=-\kappa_v$. Squaring,
\begin{equation}
q^2-\varepsilon\frac{\omega^2}{c^2}=\varepsilon^2q^2-\varepsilon^2\frac{\omega^2}{c^2}
\ \Rightarrow\
q^2(1+\varepsilon)=\varepsilon\frac{\omega^2}{c^2},
\end{equation}
after division by $1-\varepsilon\neq0$. Inserting $\varepsilon=1-\omega_p^2/\omega^2$ and multiplying by $c^2\omega^2$,
\begin{equation}
\omega^4-(\omega_p^2+2c^2q^2)\,\omega^2+c^2q^2\omega_p^2=0,
\end{equation}
\begin{equation}
\omega^2=\frac{\omega_p^2}{2}+c^2q^2-\sqrt{\frac{\omega_p^4}{4}+c^4q^4}.
\end{equation}
The other root has $\omega>cq$, so $\kappa_v^2<0$: its fields do not decay away from the face, and it is not a bound mode.

For small $q$ the mode approaches $\omega=cq$, a light wave skimming the face. For $cq\gg\omega_p$ the square root is $c^2q^2+\omega_p^4/(8c^2q^2)$ to leading order, so
\begin{equation}
\frac{\omega-\omega_s}{\omega_s}\simeq-\frac14\left(\frac{\omega_s}{cq}\right)^2 .
\end{equation}
Here $\omega_s/c=0.0565\ \mathrm{nm^{-1}}$, and the estimate is $-\frac14(0.0565/0.30)^2=-0.0089$. The full formula gives a shift of $-0.099$ eV.

\section{Short waves: pressure and the edge}

\textbf{Q:} Then take $q$ very large and be done with it.

\textbf{A:} At large $q$ the local response fails, because electrons resist compression. Let $\delta n$ be the excess electron density and $N=e\,\delta n/\varepsilon_0$, so that $\nabla^2\phi=N$. Add a pressure force:
\begin{equation}
m\ddot{\mathbf u}=e\nabla\phi-\frac{m\beta^2}{n}\nabla\delta n,\qquad
\delta n=-n\nabla\cdot\mathbf u .
\end{equation}
For fast compression along one axis without collisions, the momentum flux $nm\langle v_z^2\rangle$ scales as $n^3$. Its derivative with respect to $n$ is $3m\langle v_z^2\rangle=3mv_F^2/5$, hence $\beta^2=3v_F^2/5$. Taking the divergence of the force law and multiplying by $ne/(m\varepsilon_0)$,
\begin{equation}
\omega^2N=\omega_p^2N-\beta^2\nabla^2N .
\end{equation}
A density $N=N_0e^{\kappa z}e^{iqx}$ therefore needs
\begin{equation}
\omega^2=\omega_p^2+\beta^2q^2-\beta^2\kappa^2. \label{kappa}
\end{equation}
In the metal $f=Ae^{qz}+Ce^{\kappa z}$ with $C=N_0/(\kappa^2-q^2)$. The charge now has finite thickness, so $f$ and $f'$ both join the vacuum solution, for which $f'(0)=-qf(0)$:
\begin{equation}
qA+\kappa C=-qA-qC\ \Rightarrow\ qA=-\tfrac12(\kappa+q)C,
\end{equation}
\begin{equation}
f'(0)=qA+\kappa C=\tfrac12(\kappa-q)C=\frac{N_0}{2(\kappa+q)} .
\end{equation}
At a hard wall $u_z(0)=0$, so electric and pressure forces balance there: $f'(0)=\beta^2\kappa N_0/\omega_p^2$. Equating the two expressions,
\begin{equation}
\beta^2\kappa^2+\beta^2q\kappa=\tfrac12\omega_p^2
\ \Rightarrow\
\kappa=\tfrac12\left(-q+\sqrt{q^2+2\omega_p^2/\beta^2}\right).
\end{equation}
Replacing $\beta^2\kappa^2$ in \eqref{kappa} by $\frac12\omega_p^2-\beta^2q\kappa$ gives
\begin{equation}
\omega^2=\tfrac12\left[\omega_p^2+\beta^2q^2+\beta q\sqrt{2\omega_p^2+\beta^2q^2}\,\right].
\end{equation}
For small $q$ this is $\omega\simeq\omega_s+\beta q/2$. With $v_F=2.02\times10^6$ m/s the full formula gives a shift of $+0.156$ eV.

\textbf{Q:} Electrons do not stop at a hard wall. Is even the sign safe?

\textbf{A:} No. Even the size is rough: the hard-wall charge is only $1/\kappa=0.09$ nm deep, less than the Fermi wavelength of 0.36 nm, and $\omega/\kappa$ is about $0.8\,v_F$, so the compression is not fast as the pressure law assumed. Now suppose the edge is soft, the metal stays neutral overall, and the surface charge is centred a distance $s$ outside the edge of the positive background. To leading order in $qs$, its field on the electrons below is weakened by $e^{-qs}$, so $\omega=\omega_se^{-qs/2}$. An assumed $s=0.1$ nm gives $-0.166$ eV. The two numbers are rival estimates of one edge effect and should not be added. Each is below 0.2 eV for these inputs, but their signs are opposite, so the true shift may also lie near zero. Both its size and its sign need a calculation of the real electron profile.

Equation~\eqref{main} thus belongs to a window, $\omega_s/c\ll q\ll\omega_s/v_F$, here from 0.0565 to $8.37\ \mathrm{nm^{-1}}$. Our $q$ is about 5 times the lower end and 28 times below the upper.

\section{A layer instead of a half-space}

\textbf{Q:} The layer is 20 nm thick, not infinite. Do its faces not disturb each other?

\textbf{A:} Put vacuum on both sides of a film of thickness $d$, with $z=0$ now at its centre. By symmetry, the potential inside is $\cosh qz$ or $\sinh qz$. At $z=d/2$ the matching condition is $\varepsilon f'/f=-q$, so
\begin{equation}
\varepsilon=-\coth\frac{qd}{2}\ \text{(even)},\qquad
\varepsilon=-\tanh\frac{qd}{2}\ \text{(odd)} .
\end{equation}
Since $\omega^2=\omega_p^2/(1-\varepsilon)$, writing the hyperbolic functions as exponentials gives
\begin{equation}
\omega_\mp^2=\frac{\omega_p^2}{2}\left(1\mp e^{-qd}\right),
\end{equation}
with the minus sign for the even mode. If the film is made thinner at a fixed $q\gg\omega_p/c$, the odd mode tends to $\omega_p$: it approaches the uniformly shifted slab met earlier. If instead $q$ is lowered at fixed thickness, retardation must be included again. For large $qd$ both tend to $\omega_s$. Here $qd=6$, and this electrostatic formula gives shifts of $\mp0.014$ eV. This is for a free-standing film; a resist on one side changes that face, as the coating does next.

\section{Coating, core and damping}

\textbf{Q:} A metal handled in air is not clean. Does a few nanometres of oxide matter?

\textbf{A:} At our $q$, more than anything so far. Return the metal to $z<0$ and cover it by a dielectric $\varepsilon_d$ of thickness $t$. In the coating $f=a\cosh qz+b\sinh qz$. At its top, $\varepsilon_df'(t)=-qf(t)$. Dividing by $q\cosh qt$ and writing $T=\tanh qt$,
\begin{equation}
\varepsilon_d(aT+b)=-(a+bT)
\ \Rightarrow\
\frac ba=-\frac{1+\varepsilon_dT}{\varepsilon_d+T}.
\end{equation}
At the metal, $\varepsilon qa=\varepsilon_dqb$, so $\varepsilon=-Y$ and
\begin{equation}
\omega^2=\frac{\omega_p^2}{1+Y},\qquad
Y=\varepsilon_d\,\frac{1+\varepsilon_dT}{\varepsilon_d+T}.
\end{equation}
A vanishing coating gives $Y=1$ and restores \eqref{main}; a thick one gives $Y=\varepsilon_d$. For $t=3$ nm and $\varepsilon_d=3$, $T=\tanh0.9=0.716$ and $Y=2.54$. Without retardation the energy is $15.754/\sqrt{3.54}=8.37$ eV, a fall of 2.77 eV. The coating's polarization screens the surface charge and weakens the restoring field.

\textbf{Q:} What of the ion cores and the damping?

\textbf{A:} Polarizable cores replace the 1 in \eqref{drude} by $\varepsilon_c$. Then $\varepsilon_c-\omega_p^2/\omega^2=-1$ gives $\omega=\omega_p/\sqrt{1+\varepsilon_c}$. An assumed $\varepsilon_c=1.05$ lowers the energy by 0.137 eV. The bulk plasmon moves too, to $\omega_p/\sqrt{\varepsilon_c}$, so the ratio is no longer $1/\sqrt2$.

With damping, $\varepsilon=-1$ becomes $\omega^2+i\gamma\omega-\omega_s^2=0$, or
\begin{equation}
\omega=\sqrt{\omega_s^2-\gamma^2/4}-\frac{i\gamma}{2}.
\end{equation}
For $\hbar\gamma=1$ eV the real part falls by 0.011 eV. Damping broadens the loss far more than it moves it.

\section{The real layer}

\textbf{Q:} Which of these numbers may I use for an actual exposure?

\textbf{A:} The density chosen is roughly that of aluminium, whose bulk and clean-surface losses lie roughly near 15 and 10 to 11 eV. The model's 15.8 and 11.1 eV are of that size. Its values for damping, core polarization and edge softness are rough inputs. At 300 K, $k_BT$ is about 0.2\% of the Fermi energy, so the electron gas is strongly degenerate. At $q=0.30\ \mathrm{nm^{-1}}$ the largest correction estimated here comes from giving up the clean face: aluminium exposed to air carries an oxide a few nanometres thick, and our 3 nm coating moves the energy from 11.1 to about 8.4 eV. The shift depends on $q$ and is smaller for longer waves, while retardation and the coupling of the two faces grow. At $q\approx0.10\ \mathrm{nm^{-1}}$, the scale for a 100 keV beam, retardation alone lowers the clean-face energy by about 0.85 eV and a 20 nm film splits the mode by roughly $\pm0.5$ eV, so the small corrections listed above hold only for beams near 10 keV. That estimate uses a constant real $\varepsilon_d$, whereas an oxide at such energies has a permittivity that varies and may absorb, so it gives a size and not a prediction.

\textbf{Q:} And the resist beneath: does it lose energy in steps of 11 eV?

\textbf{A:} Nothing here says so. The value belongs to the metal's clean vacuum face. A resist is an insulator with bound electrons and a broad loss spectrum, so \eqref{drude} does not describe it. Where metal touches resist, matching gives $\varepsilon=-\varepsilon_d$ for thick layers, with $\varepsilon_d$ the resist's own complex permittivity at that frequency. That function must be known before an energy can be assigned to the buried face. The numerical output lists the main values used above.

\section*{Numbers as computed}
\begin{verbatim}
Electron density: 180 nm^-3
In-plane wave number q: 0.30 nm^-1
Bulk plasma angular frequency: 2.3935e+16 rad/s
Bulk plasmon energy: 15.754 eV
Surface plasmon energy: 11.140 eV
Surface plasmon angular frequency: 1.6924e+16 rad/s
Ratio surface/bulk: 0.70711
Finite elements, (omega_s/omega_p)^2: 0.50004
Finite elements, number of surface modes: 1
Largest error of exp(-q|z|) profile: 1.2e-04
Coulomb sum, surface energy at depth 0.1 nm: 11.140 eV
Coulomb sum, surface energy at depth 1.0 nm: 11.140 eV
Coulomb sum, surface energy at depth 5.0 nm: 11.140 eV
Coulomb sum, bulk energy: 15.753 eV
Lower end of window, omega_s/c: 0.0565 nm^-1
Upper end of window, omega_s/v_F: 8.37 nm^-1
Beam energy: 10 keV
omega_s/v for this beam: 0.290 nm^-1
Fermi speed: 2.022e+06 m/s
Fermi energy: 11.62 eV
Temperature: 300 K
Thermal energy/Fermi energy: 2.22e-03
Retardation shift: -0.099 eV
Film thickness: 20 nm
Film shift, lower mode: -0.014 eV
Film shift, upper mode: +0.014 eV
Coating thickness: 3 nm
Coating relative permittivity: 3.0
Coated surface plasmon energy: 8.37 eV
Coating shift: -2.77 eV
Core relative permittivity: 1.05
Core polarization shift: -0.137 eV
Damping hbar*gamma: 1.0 eV
Damping shift: -0.011 eV
Hard-wall pressure shift: +0.156 eV
Charge centre outside edge: 0.1 nm
Soft-edge shift: -0.166 eV
\end{verbatim}
